# Early failures when an exponential wear-out delay follows Weibull breakdown

## Problem

A thin gate dielectric first breaks down at a random time \(T_1\). The device still works, with a leaky spot in the dielectric, until that spot has worn out further. The extra time is \(D\), so final failure occurs at \(T=T_1+D\). Assume that \(T_1\) has the Weibull distribution

\[
F_1(t)=P(T_1\le t)=1-e^{-(t/\eta)^\beta},\qquad \beta>0,\ \eta>0,
\]

and that \(D\) is independent of \(T_1\) and exponential with mean \(\tau\), so that \(P(D\le u)=1-e^{-u/\tau}\). Let \(F(t)=P(T\le t)\). On a Weibull plot the ordinate and the local slope are

\[
W(t)=\ln[-\ln(1-F(t))],\qquad m(t)=\frac{dW}{d\ln t}.
\]

Without the delay, \(W=\beta\ln(t/\eta)\) and the slope is \(\beta\) at every time.

(a) Find the leading form of \(F(t)\) as \(t\to0\), with bounds that prove it.

(b) Find the limit of \(m(t)\) as \(t\to0\), and the first corrections to it.

(c) Which property of the delay fixes the change of slope? Treat a delay that is not exponential, a delay much shorter than \(\eta\), and a population in which some first breakdowns are final at once.

(d) A 1.5 nm silicon-oxynitride gate dielectric in the peripheral logic of a memory chip is stressed at 2.1 V and 398 K. Take the rough values \(\beta=1.2\), \(\eta=10^4\) s and \(\tau=5\times10^3\) s. When have 100 ppm of the devices failed, with and without the delay? How well does a straight line through the 10 % and 63.2 % points predict that time? Size the main neglected effects.

## Solution

### (a) The early failure fraction

If first breakdown occurs at \(s\), the device has failed by \(t\) when the delay is at most \(t-s\). Independence lets us multiply the two probabilities and sum over \(s\). With \(f_1=F_1'\),

\[
F(t)=\int_0^t f_1(s)\left[1-e^{-(t-s)/\tau}\right]ds .
\]

Integrate by parts. The boundary term \(F_1(s)[1-e^{-(t-s)/\tau}]\) vanishes at \(s=0\), where \(F_1=0\), and at \(s=t\), where the bracket is zero. The derivative of the bracket with respect to \(s\) is \(-e^{-(t-s)/\tau}/\tau\), and the minus sign of the integration by parts makes the result positive:

\[
F(t)=\frac1\tau\int_0^t F_1(s)\,e^{-(t-s)/\tau}\,ds. \tag{1}
\]

Both factors in the integrand can be bounded. For \(y\ge0\), \(e^{-y}\le1\); integration from 0 to \(x\) gives \(1-e^{-x}\le x\). This in turn says \(e^{-y}\ge1-y\), and a second integration gives \(1-e^{-x}\ge x-x^2/2\). Put \(x=(s/\eta)^\beta\) and use \(s\le t\):

\[
\left(\frac s\eta\right)^\beta\left[1-\frac12\left(\frac t\eta\right)^\beta\right]\le F_1(s)\le\left(\frac s\eta\right)^\beta .
\]

Also \(e^{-t/\tau}\le e^{-(t-s)/\tau}\le1\). For \(t\le\eta\) all these quantities are positive, so the inequalities may be multiplied. Since \(\int_0^t s^\beta ds=t^{\beta+1}/(\beta+1)\),

\[
L(t)\,e^{-t/\tau}\left[1-\frac12\left(\frac t\eta\right)^\beta\right]\le F(t)\le L(t),
\qquad
L(t)=\frac{t^{\beta+1}}{(\beta+1)\,\eta^\beta\,\tau}. \tag{2}
\]

The factors multiplying \(L\) on the left tend to 1, so \(F/L\to1\) as \(t\to0\).

The extra power of \(t\) has a direct meaning. To fail by an early time \(t\), a device must break down first, with probability about \((t/\eta)^\beta\), and then complete its wear-out in the time left. That time is at most \(t\), and the chance of completion is proportional to it. The factor \(1/(\beta+1)\) accounts for the average time left.

The case \(\beta=1\), \(\eta\ne\tau\), can be integrated in closed form. Equation (1) gives

\[
\begin{aligned}
F&=1-e^{-t/\tau}-\frac{\eta}{\eta-\tau}\left(e^{-t/\eta}-e^{-t/\tau}\right)\\
&=1-\frac{\eta e^{-t/\eta}-\tau e^{-t/\tau}}{\eta-\tau}.
\end{aligned}
\]

To second order the numerator is \((\eta-\tau)+\tfrac12t^2(1/\eta-1/\tau)=(\eta-\tau)[1-t^2/(2\eta\tau)]\). Hence \(F\approx t^2/(2\eta\tau)\), as (2) requires: two steps in sequence, each with a constant rate, give a quadratic onset.

### (b) The limiting slope and the approach to it

The ratio \(F/L\to1\) does not by itself fix the slope. With \(z=t/\tau\), the factor \(1+z\sin(1/z)\) tends to 1, yet its logarithmic derivative contains \(-\cos(1/z)\), which has no limit. The derivative of \(F\) must therefore be found separately.

Write (1) as \(F=\tau^{-1}e^{-t/\tau}\int_0^tF_1(s)e^{s/\tau}ds\) and differentiate the product:

\[
\tau F'(t)=F_1(t)-F(t). \tag{3}
\]

This is a balance: \(F_1-F\) is the fraction of devices that have broken down but not yet failed, and these fail at the rate \(1/\tau\). Multiplying by \(t/(\tau F)\) gives

\[
\frac{tF'}{F}=\frac t\tau\frac{F_1}{F}-\frac t\tau .
\]

As \(t\to0\), \(F_1\) may be replaced by \((t/\eta)^\beta\) and \(F\) by \(L\), because both ratios tend to 1. Then \(F_1/F\) behaves as \((\beta+1)\tau/t\). The first term tends to \(\beta+1\) and the second to zero.

For the Weibull ordinate, set \(\Lambda=-\ln(1-F)\), so that \(\Lambda'=F'/(1-F)\) and

\[
m=\frac{t\Lambda'}{\Lambda}=\frac{tF'}{F}\,\frac{F}{(1-F)\Lambda}.
\]

Since \(\Lambda=F+F^2/2+\dots\), the last fraction tends to 1. Therefore

\[
\boxed{\lim_{t\to0}m(t)=\beta+1.}
\]

The increase is exactly one, whatever the positive values of \(\eta\) and \(\tau\). It is a limit, however; the full distribution of \(T\) is not a Weibull distribution of slope \(\beta+1\).

To see how early is early enough, keep one more term of each factor in (1):

\[
F_1(s)\approx\left(\frac s\eta\right)^\beta-\frac12\left(\frac s\eta\right)^{2\beta},\qquad
e^{-(t-s)/\tau}\approx1-\frac{t-s}\tau .
\]

The two new integrals are

\[
\int_0^t s^\beta(t-s)\,ds=\frac{t^{\beta+2}}{(\beta+1)(\beta+2)},\qquad
\int_0^t s^{2\beta}ds=\frac{t^{2\beta+1}}{2\beta+1}.
\]

Dividing their contributions by \(L\) gives

\[
F\approx L\left[1-\frac{t}{(\beta+2)\tau}-\frac{\beta+1}{2(2\beta+1)}\left(\frac t\eta\right)^\beta\right]. \tag{4}
\]

Take the logarithm, replace \(\ln(1-\epsilon)\) by \(-\epsilon\), and apply \(t\,d/dt\), which multiplies \(t^\beta\) by \(\beta\):

\[
m\approx\beta+1-\frac{t}{(\beta+2)\tau}-\frac{\beta(\beta+1)}{2(2\beta+1)}\left(\frac t\eta\right)^\beta. \tag{5}
\]

Passing from \(\ln F\) to \(W\) adds \(F/2\) at lowest order. That is proportional to the product of \(t/\tau\) and \((t/\eta)^\beta\), and so belongs to the second-order terms dropped here. Each correction is the leading one in its own small quantity, \(t/\tau\) or \((t/\eta)^\beta\). For \(1/2<\beta<2\), as in the example below, both exceed all dropped terms as \(t\to0\); outside this range a dropped term, \((t/\tau)^2\) or \((t/\eta)^{2\beta}\), exceeds the smaller of the two. Both corrections lower the slope. The limit is reached when \(t\ll\tau\) and \((t/\eta)^\beta\ll1\) hold together.

### (c) What the delay must satisfy

Let the delay have any density \(g(u)\) that is continuous near zero, with \(g(0)\) finite and positive. Conditioning on the delay, or on the first breakdown, gives

\[
F(t)=\int_0^tF_1(s)g(t-s)\,ds,\qquad F'(t)=\int_0^tf_1(s)g(t-s)\,ds .
\]

At early times \(t-s\) is small throughout both integrals, and \(g(t-s)\) may be replaced by \(g(0)\). Then \(F\approx g(0)\,t\,(t/\eta)^\beta/(\beta+1)\) and \(F'\approx g(0)(t/\eta)^\beta\), so \(tF'/F\to\beta+1\) again. The exponential form is sufficient but not necessary: what enters is the density at zero delay, which equals \(1/\tau\) for the exponential.

**A delay with another onset.** Let \(D\) be Weibull with shape \(\gamma\) and scale \(\theta\). For small \(u\), \(g(u)\approx\gamma u^{\gamma-1}/\theta^\gamma\). The integral \(\int_0^ts^\beta(t-s)^{\gamma-1}ds\) equals \(t^{\beta+\gamma}\Gamma(\beta+1)\Gamma(\gamma)/\Gamma(\beta+\gamma+1)\), and \(\gamma\Gamma(\gamma)=\Gamma(\gamma+1)\). Thus

\[
F\approx\frac{\Gamma(\beta+1)\Gamma(\gamma+1)}{\Gamma(\beta+\gamma+1)}\left(\frac t\eta\right)^\beta\left(\frac t\theta\right)^\gamma. \tag{6}
\]

The same integral with \(f_1\approx\beta s^{\beta-1}/\eta^\beta\) in place of \(F_1\) gives \(F'\), and the ratio is \(tF'/F\to\beta+\gamma\). The slope rises by \(\gamma\). For \(\beta=1.2\) and \(\gamma=2\) the computed early slope is 3.200.

**A short delay.** If \(\tau\ll t\ll\eta\), the weight \(e^{-u/\tau}/\tau\) in (1), with \(u=t-s\), is concentrated at \(u\) of order \(\tau\). Expanding \(F_1(t-u)\approx F_1(t)-uF_1'(t)\) and using the mean delay \(\tau\),

\[
F\approx\left(\frac t\eta\right)^\beta\left(1-\frac{\beta\tau}t\right),\qquad m\approx\beta+\frac{\beta\tau}t .
\]

For \(\beta=1.2\), \(\eta=10^4\) s and \(\tau=1\) s this gives 1.212 at 100 s, which is also the computed slope. At 0.01 s the computed slope is 2.197. The increase by one is still there, but it appears in full only for \(t\ll\tau\), where an experiment may have no failures to show. At \(t=\tau\) the slope is 1.93 and at \(t=10\tau\) it is 1.33.

**Some immediate failures.** Suppose that a fraction \(h\) of first breakdowns, chosen independently of \(T_1\), is final at once. Then the failed fraction is

\[
hF_1+(1-h)F\approx h\left(\frac t\eta\right)^\beta\left(1+\frac t{t_h}\right),\qquad t_h=\frac{h(\beta+1)\tau}{1-h},
\]

and its slope is

\[
m\approx\beta+\frac{t}{t+t_h}. \tag{7}
\]

At \(t_h\) the slope is about \(\beta+\tfrac12\), and for \(t\ll t_h\) it falls back to \(\beta\). However small \(h\) is, immediate failures dominate the failed fraction in the limit \(t\to0\); if \(h\) is very small, though, a finite sample may contain no failures that early.

### (d) The stressed gate dielectric

**Time to 100 ppm.** For a failed fraction \(p=10^{-4}\), first breakdown alone gives

\[
t_1=\eta[-\ln(1-p)]^{1/\beta}\approx10^4\times(10^{-4})^{1/1.2}\ \text{s}=4.64\ \text{s}.
\]

With the delay, setting \(L=p\) gives

\[
\begin{aligned}
t_L&=\left[p(\beta+1)\eta^\beta\tau\right]^{1/(\beta+1)}\\
&=\left[10^{-4}\times2.2\times(10^4)^{1.2}\times5000\right]^{1/2.2}\text{s}=158.7\ \text{s}.
\end{aligned}
\]

The full integral (1) gives 159.6 s, or 2.66 min. The difference follows from (4): at this time the bracket is below 1 by \(0.0100+0.0023=0.0123\), and a deficit in \(F\) is made up by a relative increase in time of \(0.0123/2.2\), or 0.6 %.

The delay therefore lengthens the time to 100 ppm by a factor of 34.4. This far exceeds what one might guess from \(\tau\) being half of \(\eta\). For small \(p\), \(p\approx(t_1/\eta)^\beta\), and inserting this in \(t_L\) gives

\[
\frac{t_L}{t_1}\approx\left[\frac{(\beta+1)\tau}{t_1}\right]^{1/(\beta+1)} .
\]

The mean delay is to be compared with \(t_1\), which is a few seconds, and not with \(\eta\). At 159.6 s about 0.70 % of the devices have broken down, but only 0.01 % have failed.

**Local slopes.** The integral gives:

| Failed fraction | Time (s) | Local slope |
|---|---:|---:|
| 1 ppm | 19.6 | 2.199 |
| 100 ppm | 159.6 | 2.187 |
| 1 % | 1355 | 2.093 |
| 10 % | 4352 | 1.912 |
| 50 % | 12500 | 1.653 |
| 63.2 % | 15660 | 1.596 |

At 100 ppm, (5) gives \(2.2-0.0100-0.0027=2.187\), in agreement with the table. At 1 % it gives 2.080 against 2.093, so the second-order terms have begun to show.

The slope was also estimated from four million random pairs \((T_1,D)\). If \(F\propto t^m\) below a cut-off \(t_c\), then \(\ln(t_c/t)\) of the failures before \(t_c\) is exponentially distributed with mean \(1/m\). The inverse of the sample mean thus estimates \(m\), with standard error about \(m/\sqrt n\) for \(n\) failures. The 3947 failures before 459.6 s gave \(2.208\pm0.035\), consistent with 2.2 and far from 1.2.

**Extrapolation.** The ordinates at 10 % and 63.2 % are \(-2.250\) and 0. The line through these points has slope \(2.250/\ln(15660/4352)=1.76\). At 100 ppm the ordinate is \(-9.210\), and the line reaches it at 83 s. That is 0.52 of the true time, so here the straight line is pessimistic by nearly a factor of two. The reason is in the table: the true curve steepens towards early times and falls below the line. This sign holds for the model as stated and is not general: if a fraction \(h\) of first breakdowns is final at once, the ratio is 0.68 for \(h=1\,\%\), about 1 for \(h=3\,\%\) and 1.8 for \(h=10\,\%\), where the line is optimistic. Drawing a line of slope 2.2 from the 63.2 % point errs the other way, with \(15660\,e^{-9.210/2.2}\approx240\) s. The limiting slope belongs to the early failures and cannot be attached to the middle of the distribution.

**Neglected effects.** Each number below is the factor by which one change multiplies the 100 ppm failed fraction at the fixed time 159.6 s. The other parameters are held at their stated values, and the inputs are rough.

- *Several spots.* Let spots appear as a Poisson process with mean number \((t/\eta)^\beta\), each with its own delay, and let the first to finish end the device's life. The expected number of finished spots is \(\int_0^t\beta s^{\beta-1}\eta^{-\beta}[1-e^{-(t-s)/\tau}]ds\), whose leading term is again \(L\). The slope limit is unchanged. The factor is 1.002, rising to 1.09 at \(t=\eta\), where second spots matter.
- *Immediate failures.* With \(h=1\,\%\), \(t_h=111\) s. The factor is 1.69 and the local slope drops from 2.19 to 1.78.
- *A delay that starts slowly.* A Weibull delay of shape 2 with the same mean gives 0.016, a reduction by about 63. A shape below 1 acts the other way: with the same mean, shape 0.8 gives 2.5 and shape 0.5 gives 10.
- *Spread of \(\tau\).* The early law contains the mean of \(1/\tau\). For a log-normal spread with \(\sigma=0.5\) about the median \(\tau\), this predicts \(e^{\sigma^2/2}=1.133\); the integral gives 1.128.
- *Defective devices.* If 0.1 % of the devices have \(\beta=0.5\) and \(\eta=1000\) s, with the same delay, the factor is 1.07.
- *Lost voltage.* Let lifetimes vary as \(V^{-40}\), with 200 ohm in series. A tunnelling leakage of 10 µA takes 2 mV. Before first breakdown this lengthens \(\eta\), which alone gives 0.96; the same leakage continues afterwards and lengthens \(\tau\) too, and the two together give 0.92. A current of 100 µA through the broken spot takes 20 mV and lengthens \(\tau\), which gives 0.68.
- *Temperature.* With an activation energy of 0.6 eV for both times, a device 5 K too hot gives 1.61. Use at 358 K instead of 398 K, at the same voltage, multiplies all times (not the failed fraction) by 7.1.

**The real case.** A slope near 1 and gradual growth of the current after first breakdown are familiar features of very thin gate oxides. The nominal field here, voltage divided by thickness, is 14 MV/cm; this is an accelerated test, far above normal use. Both \(\eta\) and \(\tau\) depend strongly on voltage; \(\eta\) also depends on the gate area, and \(\tau\) on the current chosen to define failure, so 159.6 s is a result of this model and no lifetime in service. Among the model assumptions varied above, the form of the delay has the largest effect. If the leakage must grow for some time before it reaches the failure criterion, very short delays are suppressed and the slope can rise by more than one; if some breakdowns are hard from the start, the slope returns towards \(\beta\). In the examples above these two departures move the failed fraction down by a factor of about 63 and up by 1.69, and a delay of shape 0.5, rich in short delays, moves it up by a factor of 10. A 100 ppm forecast therefore needs evidence about delays of up to a few minutes, which the mean delay alone does not supply. The remaining digits are in the numerical output below.

## Computed results

```
oxide 1.5 nm, stress 2.1 V, 398 K
nominal field 14.0 MV/cm
beta 1.2, eta 10000 s, tau 5000 s
largest |slope-(beta+1)|, 9 cases, t=1e-6 min(eta,tau): 1.6e-05
target failed fraction 100 ppm
time to target, first breakdown 4.64 s
time to target, final failure 159.6 s
same from leading law 158.7 s
time gained by the delay: factor 34.4
first-breakdown fraction at that time 6.952e-03
F = 1e-06: t = 19.58 s, local slope 2.199
F = 0.0001: t = 159.6 s, local slope 2.187
F = 0.01: t = 1355 s, local slope 2.093
F = 0.1: t = 4352 s, local slope 1.912
F = 0.5: t = 1.25e+04 s, local slope 1.653
F = 0.632: t = 1.566e+04 s, local slope 1.596
line through 10 % and 63.2 %: slope 1.758
its time to target 83.0 s, ratio to true 0.520
sampling: 4000000 devices, 3947 failures before 459.6 s
sampled early slope 2.208 +- 0.035
eta 10000 s, tau 1 s: slope 1.212 at 100 s
eta 10000 s, tau 1 s: slope 2.197 at 0.01 s
Neglected effects: factor on failed fraction at the target time
several spots: 1.0022; at t = eta: 1.091
hard share 1 %: 1.69, slope there 1.78
hard share: crossover, formula 111.1 s, numerical 111.8 s
delay of Weibull shape 2, same mean: 0.0158
its early slope 3.200
log-normal tau, sigma 0.5: 1.128
defects: share 0.001, slope 0.5, scale 1000 s
defects: 1.072
voltage power 40, series resistance 200 ohm
tunnel leakage 10 uA, drop 2.0 mV: 0.955
spot current 100 uA, drop 20 mV: 0.684
activation 0.6 eV, 5 K too hot: 1.61
use at 358 K, same voltage: times longer by 7.06
```
